Why a direct contact-to-contact hop leaves meta-benzene's transmission zero intact

**What symmetry and dimensions allow**

Take the π electrons of benzene as a ring of six atoms with one orbital each. All site energies are equal and serve as the zero of energy E, and neighbours are joined by a hopping h. One lead touches only atom 1, the other only atom 3: this is the meta connection. Now add a hopping τ directly between atoms 1 and 3. The electrons are independent, the orbitals orthogonal, h and τ are real, and no electron passes between the leads except through the ring.

The amplitude for crossing from atom 1 to atom 3 is a fraction. Its numerator N is the determinant of E − H with row 1 and column 3 deleted. It is a 5 × 5 determinant, so it has the dimension of energy to the fifth power. The entry that joins atoms 1 and 3 survives the deletion once, so N is linear in τ.

Reverse the sign of the orbitals on atoms 2, 4 and 6. Every neighbour hopping changes sign, while τ, which joins two odd atoms, does not. The new Hamiltonian is therefore −H with τ replaced by −τ. In the numerator, three rows and three columns change sign, which has no net effect, and an overall minus sign taken out of a 5 × 5 determinant gives

N(E, τ) = −N(−E, −τ).

At τ = 0 the numerator is odd in E and must vanish at E = 0: this is the familiar zero at the band centre. With τ present, symmetry says only that N(0, τ) is odd in τ. Together with linearity and dimensions this leaves

N(0, τ) = c h⁴ τ, with c a pure number.

Symmetry thus permits the direct hop to move the zero away from E = 0. Whether it does depends on c, and c h⁴ is the determinant, at E = 0, of the four atoms that carry no contact.

**The numerator, term by term**

With lead self-energies σ₁ and σ₃ on the contact atoms, the Green function is G = (E − H − σ)⁻¹ and the transmission is

T = Γ₁Γ₃ |G₃₁|², Γ = −2 Im σ, G₃₁ = N/D,

where D is the full 6 × 6 determinant of E − H − σ. The cofactor sign (−1)¹⁺³ is +1. The self-energies sit in the diagonal places of atoms 1 and 3. Deleting row 1 and column 3 removes both, so N knows nothing of the leads.

The rows of N belong to atoms 2, 3, 4, 5, 6 and the columns to atoms 1, 2, 4, 5, 6:

row 2: −h, E, 0, 0, 0
row 3: −τ, −h, −h, 0, 0
row 4: 0, 0, E, −h, 0
row 5: 0, 0, −h, E, −h
row 6: −h, 0, 0, −h, E

Let C₃ be the determinant of the chain 4–5–6 by itself:

C₃ = E(E² − h²) − h²E = E(E² − 2h²).

Expand N along its first row. The entry −h multiplies a determinant whose first column is (−h, 0, 0, 0), which equals −h C₃; the product is h²C₃. The entry E comes with a minus sign and multiplies

Q = det of rows (−τ, −h, 0, 0), (0, E, −h, 0), (0, −h, E, −h), (−h, 0, −h, E).

Expand Q along its first column. The top entry gives −τC₃. The bottom entry has cofactor sign −1 and multiplies a triangular determinant (−h)³, giving −(−h)(−h³) = −h⁴. Hence Q = −τC₃ − h⁴, and

N = h²C₃ − EQ = h²C₃ + h⁴E + τ E C₃.

The three terms are the three routes from atom 1 to atom 3. Each is the product of the hoppings along the route times the determinant of the atoms the route leaves out. The route through atom 2 leaves out the chain 4–5–6. The route through 6, 5 and 4 leaves out atom 2, whose determinant is E. The direct hop leaves out all four:

Δ(E) = E C₃ = E²(E² − 2h²).

This determinant factorises because, without the contact atoms, the four atoms fall into two disconnected pieces: atom 2 alone, and the chain 4–5–6. Each piece has an odd number of atoms and a state at E = 0. Either state would suffice to make Δ(0) vanish; together they make the root double. So c = 0, and

N = E [h²(E² − h²) + τE(E² − 2h²)]

vanishes at E = 0 for every finite τ.

**The denominator does not rescue the amplitude**

A vanishing numerator guarantees zero transmission only if D does not vanish at the same energy. At E = 0, list the odd atoms 1, 3, 5 first and the even atoms 2, 4, 6 second. The matrix takes the block form

( K X )
( Xᵀ 0 )

The block K holds −τ, −σ₁ and −σ₃. The even–even block is zero because no even atom is joined to another or touched by a lead. Exchanging the two block columns costs a factor (−1)³ and leaves a block-triangular matrix, so D = −(det X)², whatever K contains. The rows of X are −h(1, 0, 1), −h(1, 1, 0) and −h(0, 1, 1). Their determinant is −2h³, and therefore

D(0) = −4h⁶.

This is non-zero and independent of the direct hop and of the contacts, so the transmission zero is real.

Near E = 0 the numerator is −h⁴E to leading order, so

G₃₁ ≈ E/(4h²), T ≈ Γ₁Γ₃E²/(16h⁴).

Even the curvature of the transmission at its zero is free of τ, which is the work of the double root: a simple root would have let τ into the term linear in E.

The first trace of τ comes one order later. For general E, collecting the entries in which τ and the self-energies occur gives

D = D₀ − 2τN₀ − τ²Δ − (σ₁ + σ₃)C₅ + σ₁σ₃Δ.

Here D₀ and N₀ are the determinant of the bare ring and the numerator at τ = 0, and C₅ is the determinant of the five-atom chain left when one contact atom is removed. The term −2τN₀ comes from using one of the two entries −τ, and −τ²Δ from using both, with the minus sign of an exchange. To first order in E, −2τN₀ = 2τh⁴E, which multiplies D by 1 − τE/(2h²). The numerator is multiplied by 1 + 2τE/h². Their ratio is 1 + 5τE/(2h²), and squaring gives

T ≈ (Γ₁Γ₃E²/16h⁴)(1 + 5τE/h²).

The C₅ term is also linear in E, but for the leads used below σ is imaginary at E = 0, so it changes |G₃₁|² only at the next order.

**What the electron does at the zero**

The determinant has a direct reading in the wave amplitudes ψ. At E = 0 the equations of the three even atoms are

atom 2: h(ψ₁ + ψ₃) = 0
atom 4: h(ψ₃ + ψ₅) = 0
atom 6: h(ψ₅ + ψ₁) = 0

The last two give ψ₃ = −ψ₅ = ψ₁, while the first gives ψ₃ = −ψ₁. All three amplitudes vanish. The direct bond would deliver τψ₁ to atom 3, and ψ₁ is zero: the bond is present but has nothing to carry.

The ring is not empty. With ψ₃ = 0 no wave enters the second lead, so the equations of atoms 3 and 5 read ψ₂ + ψ₄ = 0 and ψ₄ + ψ₆ = 0, so ψ₂ = −ψ₄ = ψ₆. Waves reach atom 3 from both neighbours with opposite signs and cancel there. That is the destructive interference, and the direct hop adds no third wave to upset it.

Eliminating the four atoms at small but finite E gives the same result in another form. The coupling between the contact atoms becomes

W = N/Δ = τ + h²/E + h⁴/[E(E² − 2h²)] ≈ τ + h²/(2E).

The indirect part diverges and leaves any fixed τ behind. A diverging coupling does not mean high transmission. It drives the two levels of the contact pair far from E, unless the effective site energies match the coupling in size and hold one level near E. Here the site energies diverge too, but they are three times as large as the coupling, so both levels move away. Each site energy is h²/E + h²(E² − h²)/C₃ ≈ 3h²/(2E). For two sites with energy S and coupling W, both large,

G₃₁ ≈ W/(S² − W²) = [h²/(2E)]/[2h⁴/E²] = E/(4h²),

as before.

**Two cases in which the same hop matters**

If the determinant of the remaining atoms is the cause, the direct hop must change the numerator wherever that determinant is not zero. The ring itself offers such a case. At τ = 0 the numerator h²E(E² − h²) also vanishes at E = ±|h|. There D₀ = (E² − 4h²)(E² − h²)² and C₅ = E(E² − h²)(E² − 3h²) vanish as well, but Δ = −h⁴ does not. What remains is

N = τΔ, D = (σ₁σ₃ − τ²)Δ, G₃₁ = τ/(σ₁σ₃ − τ²).

At τ = 0 these energies are true zeros of transmission; with τ they are not. To find where the zeros go, set E = ±|h| + δ in the square bracket of N. To first order, ±2|h|³δ ∓ τ|h|³ = 0, so both move by δ = τ/2.

The second case keeps E = 0 and puts the hop between atoms 4 and 6 instead. It breaks the sign symmetry in the same way, but it lies inside the set of remaining atoms. At E = 0 the first row of N has the single entry −h, and

N(0) = h² · det of rows (0, −h, −τ), (−h, 0, −h), (−τ, −h, 0) = h² · (−2h²τ) = −2h⁴τ.

Here c = −2, and the zero leaves the band centre. Breaking the symmetry does not by itself settle the matter; the place of the new hop does.

**Numbers for a benzene-like junction**

Take h = −2.5 eV, a rough typical value for the π system, with τ = −0.3 eV. Each lead is a semi-infinite chain with hopping V = −5 eV, joined to its atom by v = −1.118 eV. The Green function g of the chain's end site obeys g = 1/(E − V²g), so g = −i/|V| at E = 0. Then σ = v²g and Γ = 2v²/|V| = 0.5 eV.

Solving the scattering equations for a unit incoming wave at E = 0 gives zero transmission to rounding with τ switched on. Atoms 1, 3 and 5 have zero amplitude, and atoms 2, 4 and 6 have magnitude 0.447. This can be checked by hand. Since ψ₁ = 0, the wave is fully reflected with amplitude 2 at the end of the lead. The equation of atom 1 is then 2hψ₂ + 2v = 0, so ψ₂ = −v/h = −0.447. For scale, the para connection without τ transmits 9.95 × 10⁻³ at the same energy.

The leading law gives T/E² = 0.25/(16 × 39.06) = 4.0 × 10⁻⁴ per eV². At 0.1 eV the transmission is 4.015 × 10⁻⁶ without τ and 3.920 × 10⁻⁶ with it, a reduction of 2.4 %. The predicted correction 5τE/h² is −0.15/6.25 = −2.4 %. At 0.5 eV the values are 1.10 × 10⁻⁴ and 0.97 × 10⁻⁴, a reduction of 12 %, again as predicted. At 0.01 eV the indirect coupling is 312.5 eV, a thousand times |τ|.

At E = 2.5 eV the same hop raises the transmission from zero to 0.965. With σ = −iΓ/2 at its band-centre value, the formula above gives Γ²τ²/(τ² + Γ²/4)² = 0.0225/0.0233 = 0.97. The value is near one because |τ| happens to lie close to Γ/2 here; a much weaker or stronger hop would give less. The outer zeros move to −2.637 and 2.337 eV, close to the first-order values −2.65 and 2.35 eV. With the hop on atoms 4 and 6 instead, the leading estimate at E = 0 is Γ²τ²/(4h⁴) = 1.44 × 10⁻⁴, which agrees with the computed value.

"Band centre" here means the site energy. The direct hop spoils the pairing of levels at ±E and moves the middle of the gap to 0.047 eV, while the zero stays at E = 0.

**What a real junction changes**

Small perturbations of the even atoms can be treated together. At E = 0, a unit source on atom 1 produces amplitudes −1/(2h) times (+, −, +) on atoms 2, 4, 6; a source on atom 3 produces −1/(2h) times (+, +, −). A site energy ε on an even atom changes G₃₁ by ε times the product of its two amplitudes. A hop between two even atoms contributes the two cross products, which add for the pair 4–6 and cancel for 2–4 and 2–6. To first order,

G₃₁ ≈ (E + 2τ₄₆ + ε₂ − ε₄ − ε₆)/(4h²).

Site energies on odd atoms and hops between odd atoms belong to the block K. The odd–odd part of the inverse matrix vanishes at E = 0 for any K, so by themselves they do not move the zero. Once a change on the even atoms has displaced it, they shift it further at second order.

A hop on one meta pair alone is a theoretical operation: in benzene all six meta pairs are equivalent, so their hoppings are equal. With −0.3 eV on every pair, the formula puts the zero at −2τ₄₆ = 0.6 eV; the computed position is 0.619 eV, with mid-gap at 0.300 eV. The transmission at the site energy becomes 1.5 × 10⁻⁴. The interference zero survives, but not at the band centre, and the culprit is the pair 4–6 rather than the contact pair: with that hop alone the zero lies at 0.610 eV. The value −0.3 eV is illustrative, and the direction of the shift follows its sign. Fitting an orthogonal six-site model to the π levels of benzene from a local-density calculation gives a meta hopping of the opposite sign, about +0.19 eV in both the STO-3G and 6-31G bases, with a neighbour hopping of −3.2 or −2.9 eV and a para hopping of −0.15 or −0.23 eV. With those values the zero lies 0.35 or 0.33 eV below the site energy.

Interactions give the contact hop an indirect way to act, because τ makes the atomic charges unequal. A self-consistent on-site mean field for the isolated neutral ring, with a rough repulsion of 5 eV, shifts atom 2 by −0.072 eV and atoms 4 and 6 by +0.049 eV each. The formula gives a zero at 0.049 + 0.049 + 0.072 = 0.170 eV; the computed position is 0.174 eV. Repulsion between different atoms is left out of this estimate and can change the size of the shift and even its sign. The statement that the zero stays fixed therefore belongs to a model whose site energies and hoppings are given in advance.

Temperature and level alignment matter even in the ideal model. Averaging E² over the thermal window gives π²(kT)²/3, so at 300 K with the Fermi level at the zero the conductance is about 8.8 × 10⁻⁷ of 2e²/h, or 0.068 nS. A Fermi level 0.5 eV above the zero gives a transmission near 10⁻⁴, a hundred times more. In real junctions this offset depends on the electrodes and the anchoring groups, as does Γ, so these figures show sensitivity and do not predict a measurement.

Finally, a direct hop between the contact atoms must not be confused with one between the leads. Let w join the two lead ends. The equations of atoms 2, 4 and 6 still force ψ₁ = ψ₃ = 0, but the wave of amplitude 2 at the end of the first lead now drives the second lead directly. For small w the transmitted amplitude is 2|w/V|, so T ≈ 4(w/V)². With w = −10 meV this is 4 × (0.002)² = 1.6 × 10⁻⁵. This route leaves out the whole ring, whose determinant at E = 0 is −4h⁶ and not zero, so the transmission no longer vanishes there. The zero moves instead. It lies where the direct wave and the wave through the ring cancel in the second lead, w + v²N/D = 0, with D taken for the ring without leads. Near E = 0 this reads w + v²E/(4h²) = 0, which gives E ≈ −4h²w/v² = 0.2 eV. Transport through σ orbitals, electron correlation beyond the mean field and vibrations are also left out, and their size has not been estimated here. The full set of values is in the numerical output.

Table of computed values

```
neighbour hopping h = -2.50 eV
direct hopping tau = -0.30 eV
level width gamma at E=0 = 0.50 eV
lead hopping = -5.00 eV
lead-atom hopping = -1.1180 eV
T(0), tau on = 0.0e+00 (rounding level)
T(0), para, tau off = 9.950e-03
amplitudes at E=0, tau on, unit incoming wave:
  |psi| atom 1 = 0.0000
  |psi| atom 2 = 0.4472
  |psi| atom 3 = 0.0000
  |psi| atom 4 = 0.4472
  |psi| atom 5 = 0.0000
  |psi| atom 6 = 0.4472
psi2 = -0.4472, psi4 = 0.4472
law: T/E^2 = 4.000e-04 per eV^2
T(0.01 eV): tau off 4.000e-08, on 3.991e-08
T(0.1 eV): tau off 4.015e-06, on 3.920e-06
T(0.5 eV): tau off 1.100e-04, on 9.711e-05
indirect coupling at 0.01 eV = 312.5 eV
T(2.5 eV), tau off = 0.0e+00 (rounding level)
T(2.5 eV), tau on = 0.965
outer zeros, tau on = -2.637, 2.337 eV
mid-gap, tau on = 0.0474 eV
T(0), hop on atoms 4-6 instead = 1.440e-04
neglected effects:
temperature = 300 K, kT = 0.02585 eV
thermal conductance = 8.827e-07 of 2e^2/h
thermal conductance = 0.0684 nS
all meta hops: zero at 0.619 eV
all meta hops: mid-gap at 0.300 eV
all meta hops: T(0) = 1.482e-04
on-site repulsion U = 5.0 eV
  atom 1: electrons 0.9925, shift -0.0187 eV
  atom 2: electrons 0.9713, shift -0.0716 eV
  atom 3: electrons 0.9925, shift -0.0187 eV
  atom 4: electrons 1.0198, shift 0.0494 eV
  atom 5: electrons 1.0041, shift 0.0101 eV
  atom 6: electrons 1.0198, shift 0.0494 eV
charge shifts: zero at 0.1738 eV
charge shifts: T(0) = 1.168e-05
lead-to-lead hop = -10 meV
lead-to-lead hop: T(0) = 1.600e-05
```
